\section*{Promotion, bonding and repulsion in lead: fcc against diamond}

\section{A cost that is covered}

Give lead the diamond structure in a tight-binding model with relativistic atomic levels. Raising one electron per atom from $6s$ to $6p$, as four $sp^3$ bonds require, costs $0.311$ hartree. At the bond length that the model prefers, $4.75$ bohr, the four bonding electrons of each atom gain $0.565$ hartree. Core repulsion takes back $0.206$ hartree, and this pure $sp^3$ state is still bound by about $0.05$ hartree per atom relative to free atoms. The full bands, which are free to promote less, bind the crystal by $0.17$ hartree. In this model, with the repulsion exponent $4.6$ introduced below, the promotion cost is covered, so it does not by itself rule out the diamond structure. These figures refer to an atom whose two $p$ electrons sit at the mean $6p$ level, without spin-orbit coupling. Placing both in $6p_{1/2}$ lowers the atom by $2\times\tfrac23\times0.055\approx0.074$ hartree. Against that atom the pure $sp^3$ state, which spin-orbit coupling does not shift at first order, is unbound by about $0.025$ hartree, while the full bands with spin-orbit coupling still bind the crystal by about $0.10$ hartree.

Being bound relative to atoms is a weaker condition than being more stable than another crystal. The fcc crystal also mixes $s$ and $p$, gains energy from hopping and pays for repulsion. What matters is the difference between the two structures in each contribution, and how relativity changes it.

Energies are in hartree per atom and lengths in bohr. The zero of energy is a set of free atoms in the configuration $s^2p^2$. The separation is
\begin{equation}
\Delta=\varepsilon_p-\varepsilon_s>0 .
\end{equation}
If the crystal holds $N_s$ and $N_p$ electrons per atom in $s$ and $p$ orbitals, with $N_s+N_p=4$, the promotion number is $n=N_p-2=2-N_s$. A pure $sp^3$ configuration has $n=1$, an inert pair $n=0$.

\section{First contribution: the atomic separation}

The levels come from spherically averaged atoms in the local density approximation, with Dirac exchange, Vosko--Wilk--Nusair correlation and a point nucleus. The radial equations were solved self-consistently in a Gaussian basis, once with Schr\"odinger and once with Dirac kinematics. The Dirac $p$ level splits into $p_{1/2}$, with two states, and $p_{3/2}$, with four. I use the mean weighted by these numbers, $\varepsilon_p=(\varepsilon_{p1/2}+2\varepsilon_{p3/2})/3$.

\begin{center}
\begin{tabular}{lccc}
 & $\varepsilon_s$ & $\varepsilon_p$ & $\Delta$ \\
Pb, Schr\"odinger & $-0.357$ & $-0.142$ & $0.215$ \\
Pb, Dirac & $-0.451$ & $-0.140$ & $0.311$ \\
Ge, Schr\"odinger & $-0.427$ & $-0.150$ & $0.277$ \\
Ge, Dirac & $-0.439$ & $-0.149$ & $0.290$
\end{tabular}
\end{center}

Relativity widens the separation by $0.095$ hartree ($2.6$ eV) in lead and by $0.014$ hartree in germanium. In lead nearly all of this is the fall of $6s$, by $0.094$; the mean $6p$ level rises by $0.002$.

The direction of the direct effect follows from the radial Dirac equations for the large and small components $P$ and $Q$, with $E$ measured from the rest energy:
\begin{align}
c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q&=(E-V)P,\\
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P&=(2c^2+E-V)Q .
\end{align}
Define $M=1+(E-V)/2c^2$. The second equation gives $cQ=(P'+\kappa P/r)/2M$. Insert this in the first, multiply by $P$ and integrate. Integrating the derivative term by parts, with vanishing boundary terms, gives the kinetic term
\begin{equation}
\int_0^\infty\frac{(P'+\kappa P/r)^2}{2M}\,dr .
\end{equation}
Setting $M=1$ gives the Schr\"odinger value. Near the nucleus $V$ is deeply negative, so $M>1$ and the kinetic cost falls. In the outer tail $M$ is below one by a negligible amount. For $E$ in $M$ fixed at a valence energy, and up to this negligible amount, the kinetic term plus $\int VP^2\,dr$ is the quadratic form of an operator that lies below the Schr\"odinger one, so by the min--max principle its $k$-th eigenvalue $\lambda_k(E)$ lies below the $k$-th Schr\"odinger level. The Dirac level is the solution of $\lambda_k(E)=E$ and is therefore lower as well. At a fixed potential, then, both $s$ and $p$ levels go down. The small rise of the mean $6p$ level must therefore come from the change of the self-consistent potential, which offsets the direct lowering.

The table also warns against using $\Delta$ alone as a criterion. Relativistic germanium has almost the separation of relativistic lead, yet it crystallizes as diamond. The separation has to be compared with the hopping energy, which depends on bond length. The model below reproduces this contrast only in part: with its repulsion fixed by the germanium bond length of $4.63$ bohr, germanium comes out as diamond by $17$ and $5$ millihartree for repulsion exponents $4.6$ and $5.0$, but as fcc by $6$ millihartree for $5.4$.

\section{Second contribution: four pure $sp^3$ bonds}

Take hoppings between nearest neighbours at distance $d$ of the form
\begin{equation}
V_i\,t,\qquad t=\frac{1}{d^2},
\end{equation}
with orthogonal orbitals and round coefficients $V_{ss}=-1.3$, $V_{sp}=1.4$, $V_{pp\sigma}=2.2$ and $V_{pp\pi}=-0.6$. Let the $z$ axis point from atom $A$ to atom $B$. In units of $t$, the $s_A$--$p_B$ element is $V_{sp}$ and the $p_A$--$s_B$ element is $-V_{sp}$, because the $p$ lobe facing the neighbour has the opposite sign.

The two hybrids that face each other are
\begin{equation}
h_A=\tfrac12(s_A+\sqrt3\,p_A),\qquad h_B=\tfrac12(s_B-\sqrt3\,p_B).
\end{equation}
Their matrix element is the sum of four products:
\begin{align}
V_h&=\tfrac14\left[V_{ss}-\sqrt3\,V_{sp}+\sqrt3(-V_{sp})-3V_{pp\sigma}\right]\nonumber\\
&=\tfrac14\left(V_{ss}-2\sqrt3\,V_{sp}-3V_{pp\sigma}\right)\nonumber\\
&=\tfrac14(-1.30-4.85-6.60)=-3.19 .
\end{align}
Each hybrid has on-site energy $(\varepsilon_s+3\varepsilon_p)/4$. The bond orbital $(h_A+h_B)/\sqrt2$ lies lower by $|V_h|t$. Each atom has four neighbours and shares each bond with one of them, so there are two bonds, or four bonding electrons, per atom. Their energy relative to $s^2p^2$ is
\begin{align}
E_{sp^3}&=4\,\frac{\varepsilon_s+3\varepsilon_p}{4}-4|V_h|t-(2\varepsilon_s+2\varepsilon_p)\nonumber\\
&=\Delta-4|V_h|t .
\end{align}
At $d=4.75$ the gain is $12.75/4.75^2=0.565$, the value quoted at the start.

The bond orbitals are orthonormal, and a determinant of them is a legitimate trial state for the crystal. Hence $E_{sp^3}$ is an upper bound to the diamond band energy. It forces $n=1$. The crystal can do better by leaving some charge in the low $s$ orbitals, and this freedom matters more as $\Delta$ grows.

\section{Third contribution: the full bands}

For a neighbour in the direction of the unit column vector $u$, the four orbitals $(s,p_x,p_y,p_z)$ are coupled by
\begin{equation}
W(u)=\begin{pmatrix}V_{ss}&V_{sp}u^T\\-V_{sp}u&(V_{pp\sigma}-V_{pp\pi})uu^T+V_{pp\pi}\mathbf 1\end{pmatrix}.
\end{equation}
Let $T(k)=\sum_R e^{ik\cdot R}\,W(R/|R|)$, summed over nearest neighbours, and let $D$ be diagonal with entries $(-\Delta,0,0,0)$, which places $\varepsilon_p$ at zero. The Bloch Hamiltonians are
\begin{equation}
H_{\rm fcc}=D+tT,\qquad
H_{\rm dia}=\begin{pmatrix}D&tT\\tT^\dagger&D\end{pmatrix}.
\end{equation}
They were diagonalized on uniform meshes with 24 divisions per reciprocal axis for fcc and 16 for diamond, and the lowest states were filled with four electrons per atom.

The band energy separates into two parts. With $N_s=2-n$ and $N_p=2+n$, the on-site energy relative to free atoms is
\begin{equation}
(2-n)\varepsilon_s+(2+n)\varepsilon_p-2\varepsilon_s-2\varepsilon_p=n\Delta .
\end{equation}
The remainder is the expectation value of the hoppings, so
\begin{equation}
E_{\rm band}=n\Delta+E_{\rm hop}.
\label{split}
\end{equation}

The promotion number is also a derivative. Since $\varepsilon_s=-\Delta$ and $\varepsilon_p=0$, the band energy is the sum of occupied levels plus $2\Delta$. By the Hellmann--Feynman theorem the sum changes at the rate $-N_s$. Any transfer of electrons at the Fermi level connects states of equal energy and adds nothing at first order. At fixed $d$, therefore,
\begin{equation}
\frac{\partial E_{\rm band}}{\partial\Delta}=2-N_s=n .
\label{hf}
\end{equation}

\section{Fourth contribution: repulsion}

Let each neighbour pair repel with energy $S(d_0/d)^p$. With $z$ neighbours and each pair shared by two atoms,
\begin{equation}
E_{\rm rep}=\frac z2\,S\left(\frac{d_0}{d}\right)^p,
\qquad z_{\rm dia}=4,\quad z_{\rm fcc}=12 .
\end{equation}
The same $S$ and $p$ serve both structures and both values of $\Delta$.

The equilibrium condition takes a simple form. Every band energy is determined by $t$ and $\Delta$, and scaling both scales the energy, so $E_{\rm band}=t f(\Delta/t)$. Equation~(\ref{hf}) says $f'=n$. Hence
\begin{equation}
t\frac{\partial E_{\rm band}}{\partial t}=tf-\Delta f'=E_{\rm band}-n\Delta=E_{\rm hop}.
\end{equation}
Because $t=d^{-2}$, one has $d\,\partial/\partial d=-2t\,\partial/\partial t$ for the band energy. For the repulsion, $d\,\partial E_{\rm rep}/\partial d=-pE_{\rm rep}$. At the minimum the sum vanishes:
\begin{equation}
-2E_{\rm hop}-pE_{\rm rep}=0
\quad\Longrightarrow\quad
E_{\rm rep}=\frac2p|E_{\rm hop}| .
\label{virial}
\end{equation}
The total energy at equilibrium is then
\begin{equation}
E=n\Delta-\left(1-\frac2p\right)|E_{\rm hop}| ,
\end{equation}
where $p>2$ is needed for a stable minimum against collapse.

The strength $S$ is fixed by requiring relativistic fcc to have $d=d_0=6.6$, a rough measured size for lead. There $E_{\rm rep}=6S$, so (\ref{virial}) gives $S=|E_{\rm hop}|/3p$. For $p=4.6$ this is $0.313/13.8=0.0227$ hartree. The other bond lengths follow from numerical minimization.

\section{Weighing the contributions}

For $p=4.6$ the results are as follows, with energies in millihartree per atom.

\begin{center}
\begin{tabular}{lcccccc}
 & $d$ & $n$ & $n\Delta$ & $E_{\rm hop}$ & $E_{\rm rep}$ & $E$ \\
nonrel.\ diamond & 4.54 & 0.55 & 119 & $-584$ & 254 & $-211$ \\
nonrel.\ fcc & 6.49 & 0.11 & 23 & $-338$ & 147 & $-168$ \\
rel.\ diamond & 4.75 & 0.32 & 98 & $-474$ & 206 & $-170$ \\
rel.\ fcc & 6.60 & 0.05 & 16 & $-313$ & 136 & $-161$
\end{tabular}
\end{center}

Here ``nonrelativistic'' means that the Schr\"odinger separation is used and everything else is kept. Even then diamond promotes $0.55$ electron per atom, not one. With the Dirac separation it promotes $0.32$. The pure $sp^3$ estimate lies above the full band energy by about $60$ millihartree in the first case and $120$ in the second. The picture of four $sp^3$ bonds thus loses accuracy as the $s$ level falls.

Subtract fcc from diamond in each column. A negative entry favours diamond.

\begin{center}
\begin{tabular}{lcccc}
 & promotion & hopping & repulsion & total \\
nonrelativistic & $+96$ & $-246$ & $+107$ & $-43$ \\
relativistic & $+82$ & $-161$ & $+70$ & $-9$ \\
change & $-14$ & $+85$ & $-37$ & $+34$
\end{tabular}
\end{center}

At $p=4.6$ relativity moves the balance towards fcc by $34$ millihartree, or $0.93$ eV, per atom. The promotion column does not supply this shift. Its difference becomes smaller, although each promoted electron costs more, because diamond responds by promoting fewer electrons. The price appears in the hopping column, where diamond loses $85$ millihartree of its advantage. Part of that loss is returned by weaker repulsion at the longer bond. In this model the inert pair acts against diamond chiefly through bonding that is given up.

\section{The shift as a difference of promotion numbers}

The same shift has a shorter account. Let $E_X(\Delta)$ be the energy of structure $X$ at its own equilibrium distance. When $\Delta$ changes, that distance changes too, but $\partial E/\partial d=0$ there, and the repulsion does not contain $\Delta$. The total derivative is therefore the partial one in (\ref{hf}):
\begin{equation}
\frac{d}{d\Delta}(E_{\rm dia}-E_{\rm fcc})=n_{\rm dia}-n_{\rm fcc}.
\label{main}
\end{equation}
Integrating between the two separations gives
\begin{equation}
\delta(E_{\rm dia}-E_{\rm fcc})=\int_{\Delta_{\rm nr}}^{\Delta_{\rm rel}}(n_{\rm dia}-n_{\rm fcc})\,d\Delta .
\end{equation}
The difference in $n$ is $0.553-0.108=0.445$ at the lower end and $0.315-0.051=0.264$ at the upper end. The trapezoidal rule gives
\begin{equation}
95\times\tfrac12(0.445+0.264)\approx34\ \text{millihartree}.
\end{equation}

This agrees with the column-by-column account because
\begin{equation}
d(n\Delta)=n\,d\Delta+\Delta\,dn .
\end{equation}
The term $\Delta\,dn$ records the withdrawal of electrons into $s$ orbitals. At first order it is cancelled by the accompanying changes in hopping and repulsion, since the state and the bond length are both stationary. What remains is $n\,d\Delta$. The structure with more promoted electrons is the one more exposed to a fall of the $s$ level.

Two limits put this effect in perspective, both for $p=4.6$. At $\Delta=0$ diamond is lower by $98$ millihartree. There fcc promotes slightly more, about $1.11$ electrons per atom against $1.00$, so a very small separation at first favours diamond. The push towards fcc begins only once diamond has the larger $n$. For $\Delta\gg t$ the $s$ shell is nearly full, and perturbation theory gives an amplitude of order $V_{sp}t/\Delta$ for an $s$ electron to enter an empty $p$ state. Then $n$ falls as $(t/\Delta)^2$, and further widening has less and less effect. The contest passes to the $p$ bands, which hold two electrons per atom; with these bands alone, fcc is lower by about $39$ millihartree.

\section{Does the order reverse?}

For $p=4.6$ it does not: diamond remains lower by $9$ millihartree with relativistic levels. The outcome depends on the steepness of the repulsion. For each $p$ below, $S$ is reset so that relativistic fcc keeps $d=6.6$.

\begin{center}
\begin{tabular}{ccc}
 & \multicolumn{2}{c}{$E_{\rm dia}-E_{\rm fcc}$ (millihartree)} \\
$p$ & nonrelativistic & relativistic \\
4.2 & $-78$ & $-36$ \\
4.6 & $-43$ & $-9$ \\
4.8 & $-31$ & $+0.4$ \\
5.0 & $-20$ & $+8$
\end{tabular}
\end{center}

The trend with $p$ can be derived. At the calibration point $E_{\rm hop}$ does not depend on $p$, so $S\propto1/p$. At a relaxed distance the change of $d$ again drops out, leaving
\begin{equation}
\frac{dE}{dp}=E_{\rm rep}\left[\ln\frac{d_0}{d}-\frac1p\right].
\end{equation}
With relativistic levels and $p=4.6$, diamond has $\ln(6.60/4.75)=0.33$ and $1/p=0.22$, so its energy rises at $206\times0.11\approx23$ millihartree per unit of $p$. For fcc the logarithm vanishes and the energy falls at $136\times0.22\approx30$. A steeper repulsion penalizes the short bonds on which diamond relies.

The structures tie at $p=4.79$ with relativistic levels and at $p=5.49$ with nonrelativistic ones. Between these exponents the model gives diamond without relativity and fcc with it. Below the window both calculations give diamond; above it both give fcc, as far as the trend was followed near the ties. The model does not determine $p$ for lead, so it does not prove that nonrelativistic lead would be diamond. It shows that relativity pushes towards fcc and that the push is large enough to decide the structure in a finite range of repulsions.

\section{How far the model can be trusted}

The volumes reveal a defect. A diamond cube has edge $4d/\sqrt3$ and eight atoms, so the volume per atom is $8d^3/3\sqrt3=1.54\,d^3$. An fcc cube has edge $\sqrt2\,d$ and four atoms, which gives $d^3/\sqrt2=0.707\,d^3$. With the relativistic bond lengths,
\begin{equation}
1.54\times4.75^3\approx165,\qquad 0.707\times6.60^3\approx203
\end{equation}
cubic bohr. At $p=4.6$ the model makes diamond denser than fcc. One expects the reverse for an open structure: grey tin, with the diamond structure, is less dense than metallic white tin. The diamond bonds at this exponent are too short. The defect depends on the steepness of the repulsion: at $p=5.4$ the relativistic diamond bond relaxes to $5.24$ bohr, which gives about $222$ cubic bohr per atom, more than fcc. The size of the relativistic shift depends on this defect, because longer diamond bonds promote fewer electrons: it falls from $34$ millihartree at $p=4.6$ to $24$ at $p=5.4$ and $11$ at $p=9$, where the relativistic diamond bond is $5.98$ bohr. Its sign does not change over this range. The tie exponents and the size of the shift belong to this model and should not be read as properties of lead.

Spin-orbit coupling inside the crystals is also missing. The atomic $6p$ splitting is $55$ millihartree, larger than the structural shift of $34$. Its effect on the difference is nevertheless small in this model: an on-site term $\xi\,\mathbf L\cdot\mathbf S$ with $\tfrac32\xi$ equal to that splitting, added at the relativistic bond lengths, lowers diamond by about $5$ and fcc by about $7$ millihartree, a further shift of about $2$ towards fcc. Relativistic changes of the hoppings, $d$ orbitals, charge self-consistency and hopping beyond nearest neighbours are left out as well. Any of them may move the balance point. For example, weakening $V_{ss}$ and $V_{sp}$ by $5\%$, with $S$ reset as before, moves the relativistic tie from $p=4.79$ to $4.66$.

Equation (\ref{main}) is less sensitive to these numbers. Within a tight-binding model whose hoppings and repulsion do not depend on $\Delta$, it holds for any choice of them. What must be computed is which structure promotes more. Here it is diamond at both separations, by $0.45$ and $0.26$ electron per atom at $p=4.6$ and by $0.35$ and $0.17$ at $p=5.4$, and this is why, in this model, the relativistic fall of the $6s$ level favours fcc.
